\section*{Counting the propagating modes of a 5 nm square contact}

\section*{Question}

A straight contact joins two large electron reservoirs. Its cross-section is a square of side $L=5$ nm with impenetrable side walls. The carriers occupy one isotropic valley with Fermi wavevector $k_F=1\ \mathrm{nm^{-1}}$. A \emph{spatial mode} is one transverse wavefunction, and spin is not included in the count. Lengths are in nm and energies in eV. Where a mass is needed, take an effective mass $m$ of 0.2 electron masses and a parabolic band.

\section*{Part (a)}

\textbf{Find the number of spatial modes that propagate at the Fermi energy, and the range of $L$ over which this number stays the same.}

\subsection*{Answer}

Inside the contact the wavefunction at the Fermi energy obeys $-\nabla^2\psi=k_F^2\psi$ and vanishes at $x=0,L$ and $y=0,L$. The product
\begin{equation}
\psi=\sin\frac{n_x\pi x}{L}\,\sin\frac{n_y\pi y}{L}\,e^{ik_zz},\qquad n_x,n_y=1,2,3,\dots
\end{equation}
satisfies the wall conditions. Zero is excluded because it makes $\psi$ vanish everywhere, and a negative integer only changes the sign of $\psi$. Substitution gives
\begin{equation}
k_z^2=k_F^2-k_\perp^2,\qquad k_\perp^2=\frac{\pi^2}{L^2}\,(n_x^2+n_y^2).
\end{equation}
A mode carries current along $z$ if $k_z$ is real and non-zero, that is, if
\begin{equation}
n_x^2+n_y^2<R^2,\qquad R=\frac{k_FL}{\pi}.
\end{equation}
Here $R=5/\pi=1.5915$ and $R^2=2.533$. The smallest values of $n_x^2+n_y^2$ are 2, for $(1,1)$, and 5, for $(2,1)$ and $(1,2)$. Since $2<2.533<5$, one spatial mode propagates, the mode $(1,1)$. Its wavevector is
\begin{equation}
k_1=\sqrt{1-0.7896}=0.4587\ \mathrm{nm^{-1}}.
\end{equation}
For $(2,1)$, $k_z^2=1-1.9739<0$, so this mode decays as $e^{-\kappa z}$ with $\kappa=0.9869\ \mathrm{nm^{-1}}$.

The count stays at one while $2<R^2<5$, or
\begin{equation}
\frac{\pi\sqrt2}{k_F}=4.443\ \mathrm{nm}<L<\frac{\pi\sqrt5}{k_F}=7.025\ \mathrm{nm}.
\end{equation}
Below this range nothing propagates. Above it the count jumps to three, because $(2,1)$ and $(1,2)$ open together. The contact lies near the lower end: moving every wall inward by $(5-4.443)/2=0.28$ nm would close it.

\section*{Part (b)}

\textbf{Estimate the count from the cross-sectional area alone. Then find the leading correction due to the walls, and say what the estimates mean for so small a contact.}

\subsection*{Answer}

The allowed pairs $(n_x,n_y)$ form a lattice with one point per unit area. Area counting equates the number of modes with the area of the quarter disc of radius $R$:
\begin{equation}
N_A=\frac{\pi R^2}{4}=\frac{k_F^2L^2}{4\pi}=\frac{25}{4\pi}=1.99.
\end{equation}
To the nearest integer this predicts two modes. The integer part would be one, so the prediction of two depends on the rounding rule.

To see what the area leaves out, consider all integer points in the full disc. Their number is $\pi R^2$ on average over $R$. They consist of the points in four open quadrants, $N$ in each, the points on four half-axes, $H$ on each, and the origin:
\begin{equation}
\pi R^2\simeq 4N+4H+1.
\end{equation}
The number $H$ is the integer part of $R$, whose average is $R-\tfrac12$. Hence
\begin{equation}
N\simeq\frac{\pi R^2-4(R-\frac12)-1}{4}=\frac{\pi R^2}{4}-R+\frac14 .
\end{equation}
The term $-R$ removes the points on the axes, which hard walls forbid. It is proportional to the perimeter, since $R=k_F(4L)/(4\pi)$.

This is a statement about averages. For 2001 equally spaced values of $R$ from 20 to 40, the area formula exceeds the true count by 29.76 on average, while the corrected formula differs from it by 0.007.

For the present contact the corrected formula gives $1.9894-1.5915+0.25=0.65$. This is nearer to one than to two, but it is still a smooth average and cannot replace the direct count. The relative size of the edge term is $R/(\pi R^2/4)=4/(\pi R)$, which is 0.80 here. Area counting becomes accurate, relative to the count itself, when $R\gg1$.

The boundary condition can be isolated by keeping $L$ and $k_F$ fixed and requiring zero slope at the walls instead of zero wavefunction. The transverse functions are then cosines, and $n=0$ is allowed. The pairs $(0,0)$, $(1,0)$, $(0,1)$ and $(1,1)$ satisfy $n_x^2+n_y^2<2.533$, which makes four modes for the same area.

\section*{Part (c)}

\textbf{Derive the conductance when every propagating mode is fully transmitted. Evaluate it at zero temperature and at 300 K, with the carrier density of the reservoirs held fixed.}

\subsection*{Answer}

Let $f_L$ and $f_R$ be the Fermi functions of the left and right reservoirs, and $E_n$ the threshold energy of mode $n$. Carriers moving right are filled from the left and vice versa. With a factor 2 for spin, the magnitude of the current in one mode is
\begin{equation}
I_n=2e\int_0^\infty\frac{dk}{2\pi}\,\frac1\hbar\frac{dE}{dk}\,(f_L-f_R)
=\frac{2e}{h}\int_{E_n}^\infty dE\,(f_L-f_R).
\end{equation}
The velocity has cancelled the one-dimensional density of states. For a small voltage $V$, $f_L-f_R=eV(-\partial f/\partial E)$. The integral of $-\partial f/\partial E$ from $E_n$ to infinity is $f(E_n)$, so
\begin{equation}
G=\frac{2e^2}{h}\sum_n f(E_n).
\end{equation}

At zero temperature $f=1$ for the open mode and 0 for the others. Then $G=2e^2/h=77.48\ \mu$S, or 12.906 k$\Omega$. The area count, which gives the Sharvin conductance, would yield $1.9894\times77.48=154.1\ \mu$S, or 6.487 k$\Omega$.

For 300 K the energies are needed. With $\hbar^2/2m=0.1905\ \mathrm{eV\,nm^2}$,
\begin{align}
E_F&=0.1905\times1=0.1905\ \mathrm{eV},\\
E_{11}&=0.1905\times0.7896=0.1504\ \mathrm{eV},\\
E_{21}&=0.1905\times1.9739=0.3760\ \mathrm{eV}.
\end{align}
The margin $E_F-E_{11}=0.040$ eV is only about one and a half times $k_BT=0.0259$ eV.

The reservoir density is twice the volume of the Fermi sphere divided by $(2\pi)^3$:
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}=3.38\times10^{19}\ \mathrm{cm^{-3}}.
\end{equation}
The chemical potential $\mu$ at 300 K follows from keeping this density fixed. Since the density of states is proportional to $\sqrt E$,
\begin{equation}
\int_0^\infty\frac{\sqrt E\,dE}{e^{(E-\mu)/k_BT}+1}=\frac23E_F^{3/2},
\end{equation}
whose numerical solution is $\mu=0.1875$ eV. Thus
\begin{equation}
f(E_{11})=\frac1{1+e^{-(0.1875-0.1504)/0.0259}}=0.808,\qquad f(E_{21})=6.8\times10^{-4}.
\end{equation}
Counting the upper pair twice gives $G=0.809\,(2e^2/h)=62.7\ \mu$S. Heating lowers the conductance because it empties states near the threshold of the open mode. The upper pair adds too little to compensate.

\section*{Part (d)}

\textbf{Replace the hard walls by steps of height $V_0=2$ eV, with the same mass inside and outside. Does the count change? Use a potential that is a sum of a function of $x$ and a function of $y$.}

\subsection*{Answer}

The sum form keeps the problem separable, at the price of corner regions of height $2V_0$. Measure $x$ from the centre. The lowest state is $\cos qx$ inside and decays as $e^{-\lambda|x|}$ outside, with
\begin{equation}
\lambda^2=K_0^2-q^2,\qquad K_0^2=\frac{2mV_0}{\hbar^2}.
\end{equation}
With equal masses, $\psi'/\psi$ is continuous at $x=L/2$. This gives the first condition below; the same step for the odd state $\sin qx$ gives the second:
\begin{equation}
q_1\tan\frac{q_1L}{2}=\sqrt{K_0^2-q_1^2},\qquad
-q_2\cot\frac{q_2L}{2}=\sqrt{K_0^2-q_2^2}.
\end{equation}
Their lowest solutions give $k_\perp^2=2q_1^2=0.625\ \mathrm{nm^{-2}}$ for $(1,1)$ and $q_1^2+q_2^2=1.558\ \mathrm{nm^{-2}}$ for $(2,1)$. Because $0.625<1<1.558$, one mode still propagates. The wavefunction leaks into the walls, which acts like a wider contact and lowers both thresholds. As $V_0\to\infty$ the right-hand sides diverge, so $q_1\to\pi/L$ and $q_2\to2\pi/L$, the hard-wall values.

\section*{Part (e)}

\textbf{The hard-wall contact now has length $d$ and opens abruptly at each end into a half-space of the same material, bounded by a hard end face. Find the transmission of its open mode at the Fermi energy, and evaluate it for $d=5$ and 10 nm.}

\subsection*{Answer}

\emph{Reflection at one end.} Let $\phi_n(x,y)$ be the normalised real transverse modes. Write the field in the opening as $\sum_nu_n\phi_n$; it is zero on the end face. Its Fourier transform is $\sum_nu_n\tilde\phi_n(\mathbf q)$, and each Fourier component continues into the half-space as $e^{ik_z(q)z}$. Here $k_z(q)=\sqrt{k_F^2-q^2}$, taken as $+i\sqrt{q^2-k_F^2}$ for $q>k_F$ so that the field decays. Projecting the slope on $\phi_m$ gives $i\sum_nY_{mn}u_n$, with
\begin{equation}
Y_{mn}=\int\frac{d^2q}{(2\pi)^2}\,\tilde\phi_m^*(\mathbf q)\,\tilde\phi_n(\mathbf q)\,k_z(q).
\end{equation}
On the contact side, let $K$ be the diagonal matrix of the mode wavevectors and $\mathcal R$ the reflection matrix. The amplitude in the opening is $1+\mathcal R$ and the slope is $iK(1-\mathcal R)$. Equating slopes,
\begin{equation}
K(1-\mathcal R)=Y(1+\mathcal R)\quad\Rightarrow\quad \mathcal R=(K+Y)^{-1}(K-Y).
\end{equation}
Let $r$ be the element of $\mathcal R$ for $(1,1)$. With $n_x,n_y\le5$ the numerical result is $1-|r|^2=0.953$, so one end reflects about 5\% of the flux.

\emph{Two ends.} Suppose that only $(1,1)$ links the two ends. An incoming lead wave of unit flux enters the mode with flux amplitude $t_q$. Repeated reflections give the amplitude arriving at the far end:
\begin{equation}
t_qe^{ik_1d}\left(1+r^2e^{2ik_1d}+\cdots\right)=\frac{t_qe^{ik_1d}}{1-r^2e^{2ik_1d}} .
\end{equation}
A fraction $1-|r|^2$ of the arriving flux leaves. By reciprocity, the total flux admitted from all lead waves, $\sum_q|t_q|^2$, equals the flux that the mode would send out through the same end, $1-|r|^2$. Therefore
\begin{equation}
T=\frac{(1-|r|^2)^2}{|1-r^2e^{2ik_1d}|^2}.
\end{equation}
The denominator lies between $(1-|r|^2)^2$ and $(1+|r|^2)^2$. With $|r|^2=0.047$, $T$ lies between $(0.953/1.047)^2=0.83$ and 1, and it repeats in $d$ with period $\pi/k_1=6.8$ nm.

With $n_x,n_y\le5$ the formula gives $T=1.00$ for $d=5$ nm and 0.898 for $d=10$ nm. The phase of $r$ converges slowly with the number of modes: extending the set to $n_x,n_y\le31$ leaves $1-|r|^2$ and the 5 nm value unchanged but lowers the 10 nm value to 0.894, so $T\approx0.89$ there. The shorter contact is close to a resonance, where the reflected waves cancel; its nearly perfect transmission results from the chosen length and recurs only when $d$ grows by a multiple of 6.8 nm. A calculation with the same set of transverse modes, which also carries the decaying ones between the ends, agrees with the formula to three decimals at both lengths. This is consistent with the weak leakage through $(2,1)$, whose decay factor at 5 nm is $e^{-2\times0.9869\times5}\approx5\times10^{-5}$. For a much shorter contact the decaying modes can no longer be dropped.

\section*{Part (f)}

\textbf{The parameters resemble a metal contact to heavily doped indium oxide. Take a relative permittivity of 9, a mobility of $100\ \mathrm{cm^2/(V\,s)}$, and a Schottky barrier $\phi_B=0.2$ eV above the Fermi level. Would such a contact show the single-mode conductance?}

\subsection*{Answer}

\emph{Barrier.} The band edge rises by $V_b=\phi_B+E_F=0.39$ eV at the metal. Take a uniform donor density $n$ and full depletion over a width $w$. If the field runs along the contact, Poisson's equation gives a parabola,
\begin{equation}
V(z)=V_b\left(1-\frac zw\right)^2,\qquad w=\sqrt{\frac{2\varepsilon V_b}{e^2n}}=3.4\ \mathrm{nm},
\end{equation}
with $V_b$ an energy and $\varepsilon$ the full permittivity. The open mode has longitudinal energy $E_z=E_F-E_{11}=0.040$ eV, and its WKB transmission is
\begin{equation}
T_b\simeq\exp\left[-2\int_0^{z_t}\sqrt{\frac{2m}{\hbar^2}\,[V(z)-E_z]}\;dz\right]=0.025,\qquad V(z_t)=E_z.
\end{equation}
Direct integration of the wave equation, with a chosen metal wavevector of $5\ \mathrm{nm^{-1}}$ and equal masses, gives 0.029. At zero temperature the conductance would be about $0.029\times77.5=2.2\ \mu$S, some 35 times below the ideal value. This number is illustrative. It depends on the chosen metal wavevector: values of 1, 2.4 and $12\ \mathrm{nm^{-1}}$ give 0.066, 0.052 and 0.013. Field lines that enter through the sides of so narrow a contact would lengthen the barrier and could reduce the transmission by a large factor, depending on the surrounding material. At the interface field $2V_b/(ew)=0.23$ V/nm, the image force would lower the barrier top by about 0.19 eV and raise the transmission. Carriers that remain where $V<E_F$ partly cancel the donor charge, which widens the barrier and reduces the transmission; with the local bulk carrier density in Poisson's equation the WKB value falls from 0.025 to 0.007.

The estimate also assumes that, beyond the depletion layer, the band edge in the contact is the same as in the reservoir. The count stays at one as long as this edge is raised by less than 0.04 eV or lowered by less than 0.19 eV. The donor density $n$ supplies $nL^2=0.84$ charges per nm of contact, whereas one mode at this Fermi level holds $2k_1/\pi=0.29$ electrons per nm. A long contact with this doping would lower its band edge until it was neutral. The pair $(2,1)$, $(1,2)$ opens when $k_1=\pi\sqrt3/L$, where the first mode holds $2\sqrt3/L=0.69$ electrons per nm. This is less than 0.84, so at zero temperature the pair would open, though only just, with the Fermi level about 0.003 eV above its threshold. At 300 K neutrality places the chemical potential about 0.013 eV below that threshold, where the occupation of the pair is still 0.37. At this width, keeping a single mode requires lighter doping in the contact, or a gate or surface charge that balances the excess donors. The smooth parabola is itself an average: the depleted volume, $25\times3.4=85\ \mathrm{nm^3}$, holds about three donors.

\emph{Scattering.} The mobility gives a scattering time $\tau=m\mu_e/e$, where $\mu_e$ is the mobility. The bulk mean free path is $(\hbar k_F/m)\tau=\hbar k_F\mu_e/e=6.6$ nm. The open mode moves along the contact more slowly, at $\hbar k_1/m$, and with the same $\tau$ it covers only 3.0 nm between collisions, less than the contact lengths of part (e). The same $\tau$ gives a level width of roughly $\hbar/\tau=0.058$ eV. This is only an estimate, because the mobility gives little weight to small-angle collisions, which also broaden the level. The width is comparable with the 0.040 eV margin above threshold, so the opening of the mode would not be sharp.

\emph{Comparison with the real material.} Indium oxide is cubic, with its conduction-band minimum at the zone centre, so an isotropic mass is a sound assumption near that minimum. The mass, permittivity and mobility are rough typical values, the mobility being that of good material; many films have less. The barrier is a chosen case, since its height depends on the metal and the interface; indium oxide surfaces tend to accumulate electrons, and many metal contacts to it are ohmic. In this estimate the barrier is the largest effect calculated, a factor of a few tens at zero temperature (35 for the chosen metal wavevector, 15 to 80 over the range quoted above), against a 19\% reduction from heating to 300 K with ideal ends. A clean step of $2e^2/h$ should therefore not be expected at 300 K. It would require a charge balance that leaves only one mode open, a nearly transparent metal interface, a mean free path well above the contact length, and $k_BT$ and $\hbar/\tau$ both well below the distances from the Fermi energy to the thresholds on either side of it. The numerical output lists the values used.

\section*{Computed results}
\begin{verbatim}
Side L: 5.0 nm
Fermi wavevector: 1.0 1/nm
R = kF L/pi: 1.5915
R squared: 2.5330
k_perp squared, mode (1,1): 0.7896 1/nm^2
k_perp squared, mode (2,1): 1.9739 1/nm^2
k_z of mode (1,1): 0.4587 1/nm
decay constant of mode (2,1): 0.9869 1/nm
Propagating spatial modes: 1
Area-only count: 1.9894
Edge-corrected mean count: 0.6479
Count with zero-slope walls: 4
Mean excess of area count, R from 20 to 40: 29.76
Mean excess of edge-corrected count: 0.007
Side where first mode opens: 4.443 nm
Side where next pair opens: 7.025 nm
Inward wall shift that closes the mode: 0.279 nm
Conductance, one mode: 77.48 uS
Resistance, one mode: 12.906 kohm
Conductance, area-only: 154.14 uS
Resistance, area-only: 6.487 kohm
Mass (rough): 0.2 electron masses
Carrier density: 3.377e+19 cm^-3
Fermi energy: 0.1905 eV
Threshold (1,1): 0.1504 eV
Threshold (2,1): 0.3760 eV
Margin above threshold (1,1): 0.0401 eV
Temperature: 300.0 K
Thermal energy kT: 0.0259 eV
Chemical potential at temperature: 0.1875 eV
Occupation at threshold (1,1): 0.8077
Occupation at threshold (2,1): 6.81e-04
Thermal conductance / G0, ideal ends: 0.8091
Soft wall height: 2.0 eV
Soft wall k_perp squared (1,1): 0.6249 1/nm^2
Soft wall k_perp squared (2,1): 1.5579 1/nm^2
Flux passed by one abrupt end: 0.953
Full transmission, length 5 nm: 1.000
One-mode formula, length 5 nm: 1.000
Full transmission, length 10 nm: 0.898
One-mode formula, length 10 nm: 0.898
Relative permittivity (rough): 9.0
Schottky barrier above Fermi level: 0.2 eV
Depletion width: 3.39 nm
Barrier transmission, WKB: 0.025
Metal wavevector in barrier check: 5.0 1/nm
Barrier transmission, wave equation: 0.029
Mobility (rough): 100.0 cm2/(V s)
Mean free path: 6.58 nm
Level broadening hbar/tau: 0.0579 eV
\end{verbatim}
